# Ion impact settings from particle and power balance in a plasma

## What the setting needs

An electronic-structure program that runs molecular dynamics lets the user give an atom an initial velocity. In a simulation of plasma-enhanced deposition, that setting represents an ion striking the growing film. Without a theory of the discharge it is easily tied to the wrong knob. Suppose the reactor power is raised tenfold and the projectile energy is raised with it. The simulation then shows harder impacts, with more displaced atoms, where the model below predicts, for a floating surface with no rf voltage across its sheath and a fixed gas density, equally hard impacts arriving ten times as often.

The reason is a separation of two balances. Under the conditions stated here, particle balance fixes the electron temperature $T$ without reference to the plasma density. Power balance then fixes the density. The impact energy at a floating surface follows $T$, and the dose follows the power.

The discharge is a plane gap of half-width $l$, much wider than it is deep. It holds one species of singly charged ion of mass $M$, cold apart from its drift. The electrons are Maxwellian with uniform $T$, and the gas density $N$ is fixed. Ionization starts from the ground state, and ions are lost at the walls, not by recombination in the volume. The algebra uses atomic units, with $T$ an energy. Numbers use eV, Å and seconds.

## Rates that depend on temperature

The energy distribution is $2\pi^{-1/2}T^{-3/2}\sqrt E\,e^{-E/T}$ and the electron speed is $\sqrt{2E}$. A cross section $\sigma$ therefore has the rate coefficient
$$K=\sqrt{\frac8\pi}\,T^{-3/2}\int\sigma(E)\,E\,e^{-E/T}dE .$$
For ionization with threshold $I$, take the Thomson form $\sigma=(\pi Z/E)(1/I-1/E)$, where $Z$ is a strength. With $x=I/T$ and $E_k$ the exponential integrals, the integral is
$$\pi Z\left[\frac TI e^{-x}-E_1(x)\right]=\frac{\pi ZT}{I}\left[e^{-x}-xE_1(x)\right]=\frac{\pi ZT}{I}E_2(x),$$
so that
$$K_i=\frac{\sqrt{8\pi}\,Z\,E_2(I/T)}{I\sqrt T}.$$
The excitation coefficient $K_x$ is given the same form, with its own threshold $E_x$ and strength. This is a model choice.

In an elastic collision with a cold atom, an electron loses on average $2E/M$. For constant $\sigma_m$, the integral $\int E^2e^{-E/T}dE=2T^3$ gives the energy-loss coefficient $K_{el}=4\sigma_mT\sqrt{8T/\pi}/M$. Both closed forms were tested against direct Maxwell averages.

## Particle balance: the temperature

Let $v$ be the ion drift speed, $n$ the common density of ions and electrons, and $x$ now the distance from the midplane. Write $\nu=NK_i$ for the ionization frequency and $\nu_c=NK_c$ for the momentum-loss frequency of ions in the gas, with $K_c$ constant. The electron pressure gradient balances the electric force on the electrons, so the field exerts on each ion the force $-Tn'/n$. The two ion balances are
$$(nv)'=\nu n,\qquad M(nv^2)'=-Tn'-M\nu_c nv .$$
Since $(nv^2)'=nvv'+v(nv)'=nvv'+\nu nv$, ions born at rest act as extra friction. With the Bohm speed $u=\sqrt{T/M}$ and $w=v/u$,
$$nw'+wn'=\frac{\nu n}{u},\qquad nww'+n'=-\frac{(\nu+\nu_c)nw}{u}.$$
Every term is proportional to $n$. Multiplying the density by a constant changes neither equation, and this is why the density cannot influence $T$.

Insert $n'$ from the second equation into the first, divide by $n$, and define $b=1+K_c/K_i$:
$$(1-w^2)w'=\frac\nu u(1+bw^2).$$
At $w=1$ the gradient diverges. The quasineutral region ends there and the thin sheath begins. Integrating from the midplane ($w=0$) to this edge gives $\nu l/u=F(b)$, where
$$F(b)=\int_0^1\frac{1-w^2}{1+bw^2}dw=\left(1+\frac1b\right)\frac{\arctan\sqrt b}{\sqrt b}-\frac1b .$$
The closed form follows from writing $1-w^2=(1+1/b)-(1+bw^2)/b$. The particle balance is therefore
$$\boxed{Nl=\frac{u(T)\,F(b(T))}{K_i(T)}}$$
Only $T$ is unknown, and gas density and gap enter through their product.

The profile comes from dividing the second ion equation by $nw'$:
$$\frac1n\frac{dn}{dw}=-w-\frac{bw(1-w^2)}{1+bw^2}=-\frac{(1+b)w}{1+bw^2},$$
hence $n=n_0(1+bw^2)^{-(1+b)/(2b)}$. The edge density is $n_s=n_0(1+b)^{-(1+b)/(2b)}$.

Two limits show the range covered. Without ion-gas collisions $b=1$, $F=\pi/2-1\approx0.571$ and $n_s/n_0=1/2$. For large $b$, $F\to\pi/(2\sqrt b)$ and $b\to\nu_c/\nu$, so $\nu=(u^2/\nu_c)(\pi/2l)^2$. This is the diffusion result with diffusion coefficient $T/(M\nu_c)$.

## Which root to accept

The boxed equation need not have a solution, and it can have two. Differentiating the general formula for $K_i$ gives
$$\kappa=\frac{d\ln K_i}{d\ln T}=\frac{\langle E\rangle}T-\frac32\ge\frac IT-\frac32,$$
where $\langle E\rangle$ is the mean energy of ionizing electrons, weighted by their rate. It cannot lie below the threshold. Let $s=-d\ln F/d\ln b$. Because $d\ln b/d\ln T=-\kappa(b-1)/b$,
$$\frac{d\ln(Nl)}{d\ln T}=\frac12-\kappa\left[1-s\frac{b-1}b\right].$$
Substituting $y=\sqrt b\,w$ gives
$$\sqrt bF=\int_0^{\sqrt b}\frac{1-y^2/b}{1+y^2}dy .$$
This grows with $b$, since the integrand grows and vanishes at the upper limit. Hence $s<1/2$ and the bracket exceeds $1/2$. For $T\le2I/5$ we have $\kappa\ge1$, so the slope is negative. There is at most one root in this range, for any ionization cross section with threshold $I$.

For $T\gg I$, the Thomson coefficient falls as $T^{-1/2}$, so $\kappa$ approaches $-1/2$. The bracket in the slope formula lies between $1/2$ and 1, and the required $Nl$ then rises with an exponent between $3/4$ and 1. Since it falls at low $T$ and rises at high $T$, it has a minimum, below which this model has no steady discharge.

Stability separates the branches. Let $\bar n$ be the mean density and let the ion profile follow $T$ without delay. The net growth rate is $g(T)=NK_i-uF/l$. With $W$ the energy loss rate per electron,
$$\frac{d\ln\bar n}{dt}=g,\qquad \frac{dT}{dt}=\frac23\left(\frac{S}{l\bar n}-W\right)-Tg .$$
The second equation is the balance for the energy $\tfrac32\bar nT$, with $S$ the power absorbed in one half-gap per electrode area. At a steady state $S/(l\bar n)=W$, and the Jacobian for $(\ln\bar n,T)$ is
$$\begin{pmatrix}0&g'\\-\tfrac23W&-\tfrac23W'-Tg'\end{pmatrix},\qquad \det=\tfrac23Wg' .$$
Where the required $Nl$ rises with $T$, $g'<0$. The determinant is then negative, one eigenvalue is positive, and the root is unstable. On the falling branch the determinant is positive, and the root is stable if the trace is negative. Guidance: search below $2I/5$ first. Accept a root above it only if it lies on the falling branch.

## Power balance: the density

Each ion that leaves takes one electron with it, and the pair has a cost. At a floating wall the two fluxes are equal:
$$n_s\sqrt{\frac T{2\pi}}\,e^{-V/T}=n_s\sqrt{\frac TM}\quad\Rightarrow\quad V=\frac T2\ln\frac M{2\pi}.$$
Here $V$ is the sheath drop as an energy. Electrons that cross it arrive with mean energy $T$ in the normal direction, because the flux is weighted by $e^{-E_\perp/T}dE_\perp$, where $E_\perp$ is the normal kinetic energy. The two transverse directions add $T/2$ each. An escaping electron thus removes $2T+V$ at the sheath edge.

The electrons also work against the field inside the plasma, and the ions receive that work. Per lost ion it is
$$qT=-\frac{T}{n_su}\int_0^l vn'dx=-\frac T{n_s}\int w\,dn=T\left[\frac1{n_s}\int_0^1n\,dw-1\right],$$
the last step being integration by parts. The directed ion energy at the edge is $Mu^2/2=T/2$. The remainder of $qT$ goes to the gas by friction and into the velocity spread of ions born at different places. Even at $b=1$, $q=\pi/2-1\approx0.571$ exceeds $1/2$.

The ion flux is $\Gamma=n_su=NK_i\int_0^l n\,dx$. Dividing the volume losses by it turns them into costs per pair:
$$S=\Gamma\varepsilon,\qquad \varepsilon=I+\frac{E_xK_x+K_{el}}{K_i}+2T+V+qT .$$
Since $\varepsilon$ depends on $T$ and not on density,
$$\boxed{n_s=\frac{S}{u\,\varepsilon}}$$
and the density is proportional to the absorbed power. No iteration between the two balances is needed.

## From reactor conditions to projectile settings

1. Form $Nl$ from the gas density and half-gap, and solve the particle balance for $T$.
2. Compute $V$ and start the projectile towards the surface with energy $V+T/2$, that is, with speed $u\sqrt{1+2V/T}$. This assumes a floating surface and no collisions in the sheath.
3. Compute $\varepsilon$ and set the dose from the flux $\Gamma=S/\varepsilon$.
4. When the power changes while the gas density stays fixed, the surface stays floating and the electrons stay Maxwellian, keep the velocity and change the number of impacts per exposure time. When gas density or gap changes, recompute both.

The model gives the mean directed energy. It does not give the spread about it, the charge state in which the projectile meets the film, or the flux of reactive neutrals.

## Worked example

The model gas has round parameters: $M=40$ u, $I=16$ eV, $E_x=12$ eV, strengths 4 for ionization and 1 for excitation, $\sigma_m=10$ Å$^2$ and $K_c=10^{15}$ Å$^3$/s. The reactor has $N=10^{-10}$ Å$^{-3}$, $l=5\times10^8$ Å and $S=50$ eV Å$^{-2}$ s$^{-1}$ (801 W/m$^2$).

The root is $T=2.64$ eV (about 30 700 K), well below $2I/5=6.4$ eV. There $K_i=2.005\times10^{14}$ Å$^3$/s, so $b=1+10/2.005=5.99$ and $F=0.397$. With $u=2.525\times10^{13}$ Å/s,
$$\frac{uF}{K_i}=\frac{2.525\times10^{13}\times0.397}{2.005\times10^{14}}=0.050\ \text{Å}^{-2}=Nl .$$
The large-$b$ form would give $F=\pi/(2\sqrt{5.99})=0.64$, about 60% too large.

The pair cost, in eV, is
$$\varepsilon=16+22.67+0.08+5.28+12.37+2.51=58.9,$$
in the order ionization, excitation, elastic loss, $2T$, $V$ and $qT$. Excitation is the largest item. The flux is $50/58.9=0.849$ Å$^{-2}$ s$^{-1}$, and $n_s=0.849/(2.525\times10^{13})=3.362\times10^{-14}$ Å$^{-3}$. Dividing by $n_s/n_0=0.3216$ gives $n_0=1.045\times10^{-13}$ Å$^{-3}$ ($1.045\times10^{17}$ m$^{-3}$). The edge Debye length, $6.6\times10^5$ Å, is about 0.13% of $l$, which supports the thin sheath. Solving Poisson's equation through the sheath at this Debye length moves the wall out by 1.7% of $l$, raises $T$ to about 2.65 eV and lowers the impact energy given below by 0.1 to 0.2 eV.

The projectile energy is $12.37+1.32=13.7$ eV. Its speed is $2.525\times10^{13}\sqrt{1+2(12.37)/2.64}=8.1\times10^{13}$ Å/s. A surface cell of 100 Å$^2$ receives 85 ions per second, one every 0.012 s on average. That is about $10^9$ times longer than a trajectory of $10^{-11}$ s. A larger dose therefore means more separate impacts, not overlapping ones in a single trajectory.

Integrating the two ion equations numerically and adjusting $T$ until the edge fell at $l$ gave the same 2.64 eV, both at $n_0$ and at $100n_0$. The time-dependent model, run at $S$ and $10S$, settled at this temperature with mean densities in the ratio 1 to 10.

Gas density acts differently. At fixed ion mass $V+T/2$ is proportional to $T$, here $5.18\,T$. Halving $N$ raises $T$ to 3.11 eV and the impact energy to 16.1 eV. Quadrupling $N$ lowers them to 1.94 eV and 10.0 eV. At fixed $S$, the centre density falls to $8.0\times10^{-14}$ Å$^{-3}$ in the first case and rises to $2.4\times10^{-13}$ Å$^{-3}$ in the second.

The minimum $Nl$ for this gas is $7.8\times10^{-4}$ Å$^{-2}$, reached at 26 eV. At 1.2 times the minimum there are roots at 14 and 56 eV. The computed eigenvalues make the lower one stable and the upper one unstable. The lower root lies above $2I/5$, which is no contradiction: that bound is sufficient for a falling branch, not necessary. The example's own root is stable. In the two-variable model its slowest disturbance decays at $1.8\times10^4$ s$^{-1}$. Take this rate as an order of magnitude only: ions need at least $l/u\approx2\times10^{-5}$ s to cross the half-gap, so their profile does lag behind $T$.

## When power does change the impact energy

The separation fails when the ion equations cease to be proportional to $n$. Ionization through metastable atoms is one such case. Let every excitation produce a metastable, let metastables be lost at frequency $\gamma$, and let electrons ionize them with coefficient $K_s$. Their local density $m$ obeys $NK_xn=(\gamma+K_sn)m$, so the ionization frequency becomes
$$\nu=N\left[K_i+\frac{K_xK_sn}{\gamma+K_sn}\right].$$
It now contains $n$. With $\gamma=10^5$ s$^{-1}$ and a Thomson form of unit strength and threshold $I-E_x=4$ eV for $K_s$, the ion equations give $T=2.61$ eV at centre density $n_0$ and 2.45 eV at $10n_0$. The impact energy drops from 13.5 to 12.7 eV. In this case more plasma means slightly softer impacts. The value of $\gamma$ is a round choice: free flight of 300 K atoms to the walls gives a few $10^3$ s$^{-1}$, and $\gamma=4\times10^3$ s$^{-1}$ gives 12.1 and 11.3 eV. For $K_sn\gg\gamma$ the extra term saturates at $K_x$, and the dependence on density disappears again.

The Maxwellian assumption sets another limit. Inelastic collisions drain the fast electrons, and collisions between electrons refill them at a rate that grows with $n$. Where the refilling is incomplete, $K_i$ can depend on $n$ as well as on $T$. The worked example lies in this range. An electron of energy $E$ loses energy to slower electrons at the relative rate $4\pi n\ln\Lambda/(E\sqrt{2E})$ in atomic units. With a Coulomb logarithm $\ln\Lambda=12$, this is about $10^5$ s$^{-1}$ for 20 eV at density $n_0$, while the same electron excites or ionizes atoms at about $7\times10^6$ s$^{-1}$. Even at $10n_0$ the refilling is the slower process. Escape to the wall is a further drain, of order $3\times10^6$ s$^{-1}$ at 20 eV. The sheath drop rests on the same tail: it is set by electrons able to climb about 15 eV from the centre to the wall, and at that energy inelastic losses at density $n_0$ are about ten times faster than the refilling. The example therefore illustrates the Maxwellian model. Its temperature, its sheath drop and impact energy, and their independence from power, are not predictions for a real discharge unless some other process maintains the fast electrons.

Gas heating works in the direction opposite to that of the metastables. If power heats the gas at constant pressure, $N$ falls and $T$ rises. Doubling the gas temperature halves $N$, which is the 3.11 eV case above. Plasma pressure can also expel gas. In the example at $10S$, the mean electron pressure is $8.47\times10^{-13}\times2.64=2.2\times10^{-12}$ eV Å$^{-3}$, while the gas at 300 K would have $2.6\times10^{-12}$ eV Å$^{-3}$. At constant total pressure, $N$ would then fall well below its initial value and the impacts would become harder. With gas and electron pressure summing everywhere to the initial gas pressure and the gas held at 300 K, the ion equations give $T=2.70$ eV near $S$ and about 4.5 eV near $10S$, where the mean $N$ is 13% of its initial value and the impact energy is about 23 eV. In both cases the remedy is to use the gas density during the discharge, averaged over the gap, not the value before ignition. The plain average is the right one because $\nu$ and $\nu_c$ are both proportional to $N$, so only $\int N\,dx$ enters the particle balance.

A biased or capacitively driven surface needs a separate correction, because its sheath drop can grow with the power. The particle balance does not contain $V$, so $T$ stands as long as the sheath remains thin. The floating formula for $V$ no longer holds, and the projectile energy must use the actual sheath drop. This includes a surface that draws no net direct current while an rf voltage of amplitude $V_1$ lies across its sheath, as in capacitively coupled reactors: averaging the electron flux over a cycle adds $T\ln I_0(V_1/T)$, with $I_0$ the modified Bessel function, and in the example $V_1=10$ V raises the mean drop from 12.4 to 18.3 eV. Power spent on accelerating ions through the added drop must also be kept out of $S$, or added to $\varepsilon$.

The collision rates quoted for electrons of a single energy are order-of-magnitude estimates.

## Values computed for the example and the checks

```
ion mass                     40.0 u
thresholds I, E_x            16.0, 12.0 eV
strengths Z_i, Z_x, Z_step   4, 1, 1
elastic cross section        10.0 A^2
K_c                          1.000e+15 A^3/s
gas density N                1.000e-10 A^-3
half-gap l                   5.000e+08 A
N*l                          0.0500 A^-2
absorbed power S             50.00 eV/(A^2 s)
S converted                  801.1 W/m^2
electron temperature T       2.64247 eV
T converted                  30665 K
T by shooting, n0            2.64247 eV
T by shooting, 100 n0        2.64247 eV
K_i                          2.0052e+14 A^3/s
K_x                          3.7888e+14 A^3/s
Bohm speed u                 2.5247e+13 A/s
ionization frequency N K_i   2.0052e+04 1/s
b                            5.9870
F(b)                         0.39712
edge/centre density          0.32162
presheath work factor q      0.94911
sheath drop V                12.366 eV
excitation cost per pair     22.673 eV
elastic cost per pair        0.079 eV
electron wall energy 2T      5.285 eV
presheath work qT            2.508 eV
total cost eps               58.911 eV
edge density n_s             3.3618e-14 A^-3
mean density                 8.4654e-14 A^-3
centre density n0            1.0453e-13 A^-3
n0 converted                 1.0453e+17 m^-3
ion flux to surface          0.8487 1/(A^2 s)
directed ion energy V+T/2    13.687 eV
edge Debye length            6.591e+05 A
S from summed local losses   50.00000 eV/(A^2 s)
evolved at  1 S: T = 2.64247 eV, mean n = 8.4654e-14 A^-3
evolved at 10 S: T = 2.64247 eV, mean n = 8.4654e-13 A^-3
gas density x 0.5: T = 3.1097 eV, n0 = 7.9969e-14 A^-3
gas density x 2.0: T = 2.2573 eV, n0 = 1.5037e-13 A^-3
gas density x 4.0: T = 1.9356 eV, n0 = 2.3882e-13 A^-3
uniqueness bound 2I/5        6.40 eV
minimum N*l                  7.8361e-04 A^-2
T at minimum N*l             26.19 eV
roots at 1.2 x minimum       14.02, 55.67 eV
largest growth, main root    -1.835e+04 1/s
largest growth, low root     -2.903e+04 1/s
largest growth, high root    4.134e+04 1/s
metastable loss frequency    1.00e+05 1/s
T with metastables, n0       2.6081 eV
T with metastables, 10 n0    2.4458 eV
```
